\section*{Stark components of Lyman alpha and Balmer alpha from parabolic matrix elements, part 2}

A spinless, nonrelativistic hydrogen atom of reduced mass $\mu$ is in a uniform static field $F$ along $z$, with $H=H_0+eFz$ and electron charge $-e$. We seek the $\pi$ (along the field) and $\sigma$ (across it) components of Lyman $\alpha$ ($n=2\to1$) and Balmer $\alpha$ ($n=3\to2$) for equally populated upper states, a sum-rule check, the effect of equal feeding on Lyman $\alpha$, and the patterns at $10^7$ V/m with their validity.

Units are $a=4\pi\varepsilon_0\hbar^2/(\mu e^2)$, $E_a=\hbar^2/(\mu a^2)$ and $F_0=E_a/(ea)$; in them $H_0=-\tfrac12\nabla^2-1/r$. Parabolic states $(n_1n_2m)$, with $n=n_1+n_2+|m|+1$, have $\langle z\rangle=\tfrac32\,n(n_1-n_2)\,a$. Primes mark the lower state. Lines shift by
\[
\Delta\nu=N\nu_S,\quad \nu_S=\frac{3eaF}{2h},\quad N=n(n_1-n_2)-n'(n_1'-n_2').
\]

With $\xi=r+z$, $M=|m|$ and Laguerre polynomials $L_p^M$,
\[
f_{pm}(t)=\sqrt{\frac{p!}{(p+M)!}}\;t^{M/2}e^{-t/2}L_p^M(t),
\]
\[
I_w(p\to p')=\int_0^\infty\xi^w f_{pm}(\xi/n)\,f_{p'm'}(\xi/n')\,d\xi .
\]
With argument 1 for $n_1\to n_1'$ and 2 for $n_2\to n_2'$,
\begin{align}
z_{fi}&=\frac{I_2(1)I_0(2)-I_0(1)I_2(2)}{4n^2n'^2},\label{zel}\\
x_{fi}&=\frac{I_{3/2}(1)I_{1/2}(2)+I_{1/2}(1)I_{3/2}(2)}{4n^2n'^2}.\label{xel}
\end{align}
Here $z_{fi}$ applies for $m'=m$ and $x_{fi}$ for $m'=m\pm1$. For Balmer $\alpha$, $4n^2n'^2=144$; the values of $I_w$ are in the closing list (lines "Ha m"), where $s=\tfrac12(1/n+1/n')$ and $J_j=\int_0^\infty\xi^je^{-s\xi}d\xi$.

At angle $\vartheta$ to the field,
\begin{equation}
I_N(\vartheta)\propto S_\pi(N)\sin^2\vartheta+S_\sigma(N)(1+\cos^2\vartheta),
\label{pattern}
\end{equation}
where $S_\pi=\sum z_{fi}^2$ and $S_\sigma=\sum x_{fi}^2$ run over all transitions with given $N$, and $S(-N)=S(N)$. The power factor $\omega^4$ is taken as constant across a pattern. The photon rate for polarization $\boldsymbol\epsilon$ is
\[
\frac{d\Gamma}{d\Omega}=\frac{e^2\omega^3}{8\pi^2\varepsilon_0\hbar c^3}\,|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2 .
\]

For Lyman $\alpha$, in the unit $U_{\rm Ly}=2^{14}a^2/3^{10}$, $S_\pi(\pm2)=1$ and $S_\sigma(0)=2$. The Balmer $\alpha$ elements are evaluated next.

Let $B$ be the numerator of (\ref{zel}) or (\ref{xel}) times $5^7$, and $D=144\cdot2^73^3=144\cdot3456=497664$. The matrix element is then $(B/D)\sqrt{U}$ with $\sqrt U=2^73^3a/5^7$, $U=2^{14}3^6a^2/5^{14}=0.0019569\,a^2$. Using $\sqrt3\sqrt6=3\sqrt2$, the $\pi$ transitions with $N>0$ give
\begin{align*}
110\to010:&\ -24192\cdot276-12\cdot563328=-27D,\\
101\to001:&\ -3\sqrt2\,(124416\cdot24+48\cdot20736)=-24\sqrt2\,D,\\
200\to100:&\ -5\cdot307584\cdot12-564\cdot3456=-41D,\\
200\to010:&\ -3456\cdot12+12\cdot44928=+D,
\end{align*}
at $N=0-(-2)=2$, $3-0=3$, $6-2=4$, $6-(-2)=8$. The factor 5 in the third line brings the denominator $3125\cdot5$ to $5^7$. The $\sigma$ transitions with $N\ge0$ give
\begin{align*}
110\to001:&\ 2\cdot2\cdot12096\cdot216=21D,\\
002\to001:&\ 2\cdot20736\cdot576=48D,\\
101\to100:&\ 3\sqrt2\,(56448\cdot48+816\cdot1152)=22\sqrt2\,D,\\
101\to010:&\ 3\sqrt2\,(1152\cdot336-48\cdot14976)=-2\sqrt2\,D,\\
200\to001:&\ 2\,(1728\cdot72-504\cdot1728)=-3D,
\end{align*}
at $N=0,0,1,5,6$. Squaring and applying the multiplicity, which is 2 wherever $m$ or $m'$ is nonzero, gives $S_\pi(3)=2\cdot1152$, $S_\sigma(0)=2\cdot441+2\cdot2304=882+4608$, $S_\sigma(1)=2\cdot968$, $S_\sigma(5)=2\cdot8$, $S_\sigma(6)=2\cdot9$:
\begin{center}
\begin{tabular}{lcccc}
$\pi$: $N$ & $\pm2$ & $\pm3$ & $\pm4$ & $\pm8$\\
$S_\pi/U$ & 729 & 2304 & 1681 & 1\\
$\sigma$: $N$ & $0$ & $\pm1$ & $\pm5$ & $\pm6$\\
$S_\sigma/U$ & 5490 & 1936 & 16 & 18
\end{tabular}
\end{center}
The outer components are weak because both terms of the numerator are small: the larger one has magnitude $1.1D$ in $200\to010$, $6.1D$ in $101\to010$ and $3.5D$ in $200\to001$, against at least $10.5D$ in the six strong transitions. In addition, the two terms have opposite signs in these three weak transitions and equal signs in the strong ones. In $200\to010$ the electron passes from a state displaced to $+z$ to one displaced to $-z$, which gives the largest shift; its element, $0.04424\,a$, is the smallest of the pattern.

\subsection*{(d) Sum rule and populations}

Let $P_n$ project on shell $n$. The total $\pi$ strength is $\mathrm{Tr}(P_{n'}zP_nz)$ and the total $\sigma$ strength is $\mathrm{Tr}(P_{n'}xP_nx)$. A rotation takes $z$ to $x$ and leaves the projectors unchanged, so the totals are equal: $1+1=2$ for Lyman $\alpha$, and
\[
2(729+2304+1681+1)=5490+2(1936+16+18)=9430
\]
for Balmer $\alpha$. With total $S$, (\ref{pattern}) summed over $N$ is $2S$ at any angle: the unresolved line, the limit $F\to0$ of this model, is isotropic and unpolarized.

The trace can be taken in spherical states. Let $A_l=\sum_m|\langle l+1,m|\cos\theta|l,m\rangle|^2$. Since $\cos\theta\,Y_{lm}$ contains $l\pm1$ alone, completeness gives $A_l+A_{l-1}=\sum_m\langle\cos^2\theta\rangle=(2l+1)/3$, because $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ and $\cos^2\theta$ averages to $\frac13$. From $A_{-1}=0$, induction gives $A_l=(l+1)/3$. Thus $S=\frac13\sum l_>R^2$, with $R$ the radial integrals of $r$ and $l_>$ the larger of the two $l$. Numerical quadrature gives $1.6648/3=0.5549\,a^2=2\,U_{\rm Ly}$, and for $3s\to2p$, $3p\to2s$, $3d\to2p$
\[
\tfrac13(0.8806+9.3931+2\cdot22.5434)=18.4535\,a^2=9430\,U .
\]

Integrating the rate with $\int\sin^2\vartheta\,d\Omega=8\pi/3$ and $\int(1+\cos^2\vartheta)\,d\Omega=16\pi/3$ gives $\Gamma=e^2\omega^3(z_{fi}^2+2x_{fi}^2)/(3\pi\varepsilon_0\hbar c^3)$. For $n=2$, decays between Stark levels of the shell are suppressed by the cube of the frequency ratio and are dropped. The bracket is $2U_{\rm Ly}$ for $(00\,{\pm1})$ and $U_{\rm Ly}$ for $(100)$ and $(010)$. With $e^2/4\pi\varepsilon_0=\alpha\hbar c$, $a=\hbar/(\mu c\alpha)$ and $\omega=\frac38\alpha^2\mu c^2/\hbar$,
\begin{equation}
\Gamma_{001}=\frac43\cdot\frac{27}{512}\cdot\frac{2^{15}}{3^{10}}\,\frac{\alpha^5\mu c^2}{\hbar}=\left(\frac23\right)^8\frac{\alpha^5\mu c^2}{\hbar}=6.265\times10^8\ \mathrm{s^{-1}},
\end{equation}
and $\Gamma_{100}=3.13\times10^8\ \mathrm{s^{-1}}$, half as large. If each state is fed at the same rate and lost by radiation alone, its steady population is proportional to $1/\Gamma$. The transverse intensities become $1/1$ for each $\pi$ component and $2/2$ for $\sigma$: the ratio $1:2:1$ turns into $1:1:1$. The tables of (c) are therefore intensities for equal populations, and line strengths otherwise.

\subsection*{(e) Numbers at $F=10^7$ V/m and range of validity}

For hydrogen $\mu=9.104425\times10^{-31}$ kg, $a=5.294654\times10^{-11}$ m, $E_a=4.357372\times10^{-18}$ J and $F_0=5.13661\times10^{11}$ V/m, so $F/F_0=1.94681\times10^{-5}$. The unshifted lines $\nu_0=(E_a/2h)(n'^{-2}-n^{-2})$ lie at $2.466038\times10^6$ GHz ($121.568$ nm, vacuum) and $4.566738\times10^5$ GHz ($656.470$ nm). Since $E_a/h=\frac83\nu_0({\rm Ly})$,
\[
\nu_S=\tfrac32\cdot\tfrac83\cdot1.94681\times10^{-5}\cdot2.466038\times10^6=192.0\ \mathrm{GHz}.
\]
To first order $\Delta\lambda=-\lambda_0\Delta\nu/\nu_0$. The Lyman $\pi$ components lie at $\pm384.1$ GHz, or $\mp121.568\cdot384.1/(2.466038\times10^6)=\mp0.0189$ nm. For Balmer $\alpha$ one unit of $N$ is $656.470\cdot192.036/(4.566738\times10^5)=0.2761$ nm. The neglected term $\lambda_0(\Delta\nu/\nu_0)^2$ reaches 0.007 nm at $N=\pm8$. The last two columns below come from numerical diagonalization of $H_0+eFz$ in a spherical Laguerre basis, for $+N$ and $-N$.
\begin{center}
\begin{tabular}{ccccc}
 & $|\Delta\nu|$/GHz & $|\Delta\lambda|$/nm & full $\Delta\nu$/GHz & full $S/U$\\
$\pi\,2$ & 384.1 & 0.552 & $382.1,\ -386.0$ & 728, 730\\
$\pi\,3$ & 576.1 & 0.828 & $574.3,\ -577.9$ & 2304, 2304\\
$\pi\,4$ & 768.1 & 1.104 & $766.3,\ -770.0$ & 1682, 1680\\
$\pi\,8$ & 1536.3 & 2.208 & $1534.5,\ -1538.1$ & 1.016, 0.984\\
$\sigma\,1$ & 192.0 & 0.276 & $190.2,\ -193.8$ & 1939, 1933\\
$\sigma\,5$ & 960.2 & 1.380 & $958.4,\ -962.0$ & 16.1, 15.9\\
$\sigma\,6$ & 1152.2 & 1.656 & $1150.4,\ -1154.0$ & 18.12, 17.88
\end{tabular}
\end{center}
The full calculation moves each Balmer pair to the red by a little under 2 GHz, and splits $\sigma(0)$ into its two contributions, 882 at $-2.0$ GHz and 4608 at $-1.5$ GHz. Lyman $\alpha$ moves by about $-0.2$ GHz. The orders of these corrections follow from the reflection $z\to-z$, which maps the line $N$ in field $F$ on the line $-N$ in field $-F$. The mean position of a pair is then even in $F$ and starts at $F^2$; the difference of strengths is odd and starts at $F$. The numerical check tests both powers on $\pi(\pm4)$. Each member departs from its first-order strength by 1.6\% for $\pi(\pm8)$ and by less than 0.1\% for $\pi(\pm4)$; the sign is not uniform, the red member being the stronger for $\pi(\pm2)$. The factor $\omega^4$ changes $N=8$ by $(1.00336)^4-1=1.35\%$ relative to the line centre, the same order as the strength correction.

From above, the first-order pattern requires quadratic shifts that are small against $\nu_S$. At $10^7$ V/m they are about 1\% of it, and this ratio grows in proportion to $F$. A further limit is ionization. On the negative axis, $z=-\zeta$, the potential $-1/\zeta-(F/F_0)\zeta$ has its maximum $-2\sqrt{F/F_0}$ at $\zeta=\sqrt{F_0/F}$. This drops to the unshifted level $-1/(2n^2)$ at $F=F_0/(16n^4)$, which is $4.0\times10^8$ V/m for $n=3$, a classical estimate forty times the field used here.

From below, the limit is fine structure. The spin--orbit term $\frac12\alpha^2r^{-3}\,\mathbf L\cdot\mathbf S$ has $\mathbf L\cdot\mathbf S=\frac12$ and $-1$ in $2p$, and the radial function $re^{-r/2}/\sqrt{24}$ gives $\langle r^{-3}\rangle=\int_0^\infty re^{-r}dr/24=\frac1{24}$. The splitting is $\frac34\alpha^2/24=\alpha^2/32$ in units of $E_a$, or 10.9 GHz, equal to the $n=2$ shift $3eaF/h$ at $2.85\times10^5$ V/m. The parabolic states are the zero-order states when $F$ is well above this. At $10^7$ V/m the scale 10.9 GHz is small against $\nu_S$ but larger than the quadratic shifts. Fine structure also mixes the parabolic states of a shell, at first order in its ratio to the Stark spacing. The departures of the last two columns of the table from the first-order values, about 2 GHz in position and a fraction of a percent in the strong components, therefore compare two calculations within the spinless model and do not predict positions or strengths in the real atom to that accuracy. The weakest component is especially sensitive: an admixture $\varepsilon$ of $(100)$ in the lower state $(010)$ changes the element of $200\to010$, which is $\sqrt U$, by $41\varepsilon\sqrt U$ in magnitude. In Dirac theory $2s_{1/2}$ is degenerate with $2p_{1/2}$, and the $2p$ state with $m=0$ and fixed spin is two thirds $2p_{3/2}$, so it lies on average $\frac23\cdot10.9=7.3$ GHz above $2s$. The states $(100)$ and $(010)$, equal mixtures of $2s$ and $2p$, are then coupled by half of this, 3.6 GHz, across a spacing $4\nu_S=768$ GHz. This gives $|\varepsilon|\approx0.005$ and a change of the element by about 19\%, of opposite sign for the two members of the pair; the admixtures in the upper state contribute only a few percent. The value $S_\pi(\pm8)=U$ therefore belongs to the spinless model, and at $10^7$ V/m fine structure changes it by roughly a third, weakening the blue member and strengthening the red.

The numerical check below tests the wave functions by substitution in the Schr\"odinger equation, the moments by explicit sums, the dipole elements of both lines, the angular pattern and the sum rule by quadrature, and the weak-field spectrum by diagonalization.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mu = 9.104425e-31 kg, a = 5.294654e-11 m
hbar^2/(mu a^2) = 4.357372e-18 J, F0 = 5.13661e+11 V/m
F = 1.0e+07 V/m, F/F0 = 1.94681e-05, (3/2)eaF/h = 192.036 GHz
Lya: nu0 = 2.466038e+06 GHz, lambda0 = 121.5684 nm, s = 3/4 /a
Lya: J_j/a^(j+1) = 4/3, 16/9, 128/27, 512/27
Lya: U = {2: 14}/{3: 10} = 0.2774645 a^2
 Lya m 0->0, p 0->0: I_0 = 4/3 a^(1), I_2 = 128/27 a^(3)
 Lya m 0->0, p 1->0: I_0 = 4/9 a^(1), I_2 = -128/27 a^(3)
 Lya m 1->0, p 0->0: I_1/2 = 8*sqrt(2)/9 a^(3/2), I_3/2 = 64*sqrt(2)/27 a^(5/2)
 Lya pi (1, 0, 0)->(0, 0, 0) N=2: -0.52675 a = -1 sqrtU, sq 1 U, x1
 Lya sigma (0, 0, 1)->(0, 0, 0) N=0: +0.52675 a = 1 sqrtU, sq 1 U, x2
Ha: nu0 = 4.566738e+05 GHz, lambda0 = 656.4696 nm, s = 5/12 /a
Ha: J_j/a^(j+1) = 12/5, 144/25, 3456/125, 124416/625, 5971968/3125, 71663616/3125
Ha: U = {2: 14, 3: 6}/{5: 14} = 0.0019569 a^2
 Ha m 0->0, p 0->0: I_0 = 12/5 a^(1), I_2 = 3456/125 a^(3)
 Ha m 0->0, p 0->1: I_0 = -12/25 a^(1), I_2 = -44928/625 a^(3)
 Ha m 0->0, p 1->0: I_0 = 12/25 a^(1), I_2 = -24192/625 a^(3)
 Ha m 0->0, p 1->1: I_0 = 276/125 a^(1), I_2 = 563328/3125 a^(3)
 Ha m 0->0, p 2->0: I_0 = 12/125 a^(1), I_2 = 3456/3125 a^(3)
 Ha m 0->0, p 2->1: I_0 = 564/625 a^(1), I_2 = -307584/3125 a^(3)
 Ha m 0->1, p 0->0: I_1/2 = 72*sqrt(2)/25 a^(3/2), I_3/2 = 1728*sqrt(2)/125 a^(5/2)
 Ha m 0->1, p 1->0: I_1/2 = -216*sqrt(2)/125 a^(3/2), I_3/2 = -12096*sqrt(2)/625 a^(5/2)
 Ha m 0->1, p 2->0: I_1/2 = -504*sqrt(2)/625 a^(3/2), I_3/2 = 1728*sqrt(2)/3125 a^(5/2)
 Ha m 1->0, p 0->0: I_1/2 = 48*sqrt(3)/25 a^(3/2), I_3/2 = 1152*sqrt(3)/125 a^(5/2)
 Ha m 1->0, p 0->1: I_1/2 = -336*sqrt(3)/125 a^(3/2), I_3/2 = -14976*sqrt(3)/625 a^(5/2)
 Ha m 1->0, p 1->0: I_1/2 = 48*sqrt(6)/125 a^(3/2), I_3/2 = -1152*sqrt(6)/625 a^(5/2)
 Ha m 1->0, p 1->1: I_1/2 = 816*sqrt(6)/625 a^(3/2), I_3/2 = 56448*sqrt(6)/3125 a^(5/2)
 Ha m 1->1, p 0->0: I_0 = 24*sqrt(6)/25 a^(1), I_2 = 20736*sqrt(6)/625 a^(3)
 Ha m 1->1, p 1->0: I_0 = 48*sqrt(3)/125 a^(1), I_2 = -124416*sqrt(3)/3125 a^(3)
 Ha m 2->1, p 0->0: I_1/2 = 576/125 a^(3/2), I_3/2 = 20736/625 a^(5/2)
 Ha pi (1, 1, 0)->(0, 1, 0) N=2: -1.19439 a = -27 sqrtU, sq 729 U, x1
 Ha sigma (1, 1, 0)->(0, 0, 1) N=0: +0.92897 a = 21 sqrtU, sq 441 U, x2
 Ha pi (2, 0, 0)->(0, 1, 0) N=8: +0.04424 a = 1 sqrtU, sq 1 U, x1
 Ha pi (2, 0, 0)->(1, 0, 0) N=4: -1.81371 a = -41 sqrtU, sq 1681 U, x1
 Ha sigma (2, 0, 0)->(0, 0, 1) N=6: -0.13271 a = -3 sqrtU, sq 9 U, x2
 Ha sigma (1, 0, 1)->(0, 1, 0) N=5: -0.12512 a = -2*sqrt(2) sqrtU, sq 8 U, x2
 Ha sigma (1, 0, 1)->(1, 0, 0) N=1: +1.37633 a = 22*sqrt(2) sqrtU, sq 968 U, x2
 Ha pi (1, 0, 1)->(0, 0, 1) N=3: -1.50145 a = -24*sqrt(2) sqrtU, sq 1152 U, x2
 Ha sigma (0, 0, 2)->(0, 0, 1) N=0: +2.12337 a = 48 sqrtU, sq 2304 U, x2
Lya pi N=+-2: S=1 U, +-384.1 GHz, -+0.0189 nm | full: +383.9 GHz S=1 ; -384.3 GHz S=0.9997
Lya sigma N=+-0: S=2 U, +-0.0 GHz, -+0.0000 nm | full: -0.2 GHz S=2
Lya R2(l=1->0)=1.6648 a^2; sum = 0.55493 a^2 = 2.000 U
Ha pi N=+-2: S=729 U, +-384.1 GHz, -+0.5521 nm | full: +382.1 GHz S=728 ; -386.0 GHz S=730
Ha pi N=+-3: S=2304 U, +-576.1 GHz, -+0.8282 nm | full: +574.3 GHz S=2304 ; -577.9 GHz S=2304
Ha pi N=+-4: S=1681 U, +-768.1 GHz, -+1.1042 nm | full: +766.3 GHz S=1682 ; -770.0 GHz S=1680
Ha pi N=+-8: S=1 U, +-1536.3 GHz, -+2.2084 nm | full: +1534.5 GHz S=1.016 ; -1538.1 GHz S=0.9837
Ha sigma N=+-0: S=5490 U, +-0.0 GHz, -+0.0000 nm | full: -2.0 GHz S=882 ; -1.5 GHz S=4608
Ha sigma N=+-1: S=1936 U, +-192.0 GHz, -+0.2761 nm | full: +190.2 GHz S=1939 ; -193.8 GHz S=1933
Ha sigma N=+-5: S=16 U, +-960.2 GHz, -+1.3803 nm | full: +958.4 GHz S=16.1 ; -962.0 GHz S=15.9
Ha sigma N=+-6: S=18 U, +-1152.2 GHz, -+1.6563 nm | full: +1150.4 GHz S=18.12 ; -1154.0 GHz S=17.88
Ha R2(l=0->1)=0.8806, R2(l=1->0)=9.3931, R2(l=2->1)=22.5434 a^2; sum = 18.45351 a^2 = 9430.000 U
Ha N=8: dnu/nu0 = 0.00336, omega^4 factor - 1 = 0.0135
Lya rates: (0,0,1) 6.2649e+08 1/s, (1,0,0) 3.1325e+08 1/s
Lya equal feeding: sigma(0)/pi(+2) = 1.0000
2p fine structure = 10.94 GHz; equals n=2 shift 3eaF/h at F = 2.85e+05 V/m
saddle-point field for n=3: 3.96e+08 V/m
\end{verbatim}
